**Bessel-function identity and the two forms of the APW matrix**

The program tests $\sum_l(2l+1)P_l(\cos\theta)j_l(KR)K'j_l'(K'R)=(\mathbf K\cdot\mathbf K'-K'^2)j_1(qR)/q$, where $\theta$ is the angle between $\mathbf K$ and $\mathbf K'$, $q=|\mathbf K-\mathbf K'|$ and $R$ is the sphere radius. It asserts that explicit sums agree with the closed form in 203 cases; the largest deviation printed is $1.4\times10^{-14}$ nm⁻¹. For a model simple cubic crystal it asserts that one element of the APW matrix, integrated numerically from its definition, equals both the gradient form and the Laplacian form; all three print as 0.01133198 eV. For a matrix of 179 functions it asserts that the two forms agree and that the Laplacian form is symmetric when the $l$ sum is converged. With the sum cut at $l=10$, 12 or 14, it asserts that the largest error of the Laplacian form is less than half that of the gradient form, and at $l=10$ that the Laplacian form is measurably asymmetric. It also asserts that the lowest APW band energy lies within 1 meV of a large plane-wave calculation and below the plane-wave result at the same cutoff. The printed energies are −3.758389 eV (179 APWs), −3.757475 eV (179 plane waves) and −3.758376 eV (1059 plane waves).

## Verification by program

```python
"""
Result under test, for vectors K, K' with angle theta and q = |K - K'|:
  sum_l (2l+1) P_l(cos theta) j_l(KR) K' j_l'(K'R) = (K.K' - K'^2) j_1(qR)/q
and, through it, the equality of two forms of the APW matrix of H - E:
  gradient : (T K.K' - E) O + T C sum (2l+1) P_l j_l(KR) j_l(K'R) L_l
  Laplacian: (T K'^2 - E) O
             + T C sum (2l+1) P_l j_l(KR) [j_l(K'R) L_l - K' j_l'(K'R)]
T = hbar^2/2m, C = 4 pi R^2/cell volume, O = delta_KK' - C j_1(qR)/q,
L_l = u_l'(R)/u_l(R), u_l = regular radial solution at energy E.
Model: simple cubic cell of edge a, V = -V0 (1 - r^2/R^2) for r < R, else 0.
Lengths are in nm and energies in eV.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss, Legendre
from scipy.constants import hbar, m_e, e
from scipy.special import spherical_jn, eval_legendre
from scipy.linalg import eigh
from scipy.optimize import brentq

T = hbar**2 / (2 * m_e) / e * 1e18
a, R, V0, E_trial = 0.40, 0.15, 20.0, -1.0
volume = a**3
b = 2 * np.pi / a
C = 4 * np.pi * R**2 / volume
k_frac = np.array([0.1, 0.2, 0.3])
L_FULL = 24


def j1_over_q(q):
    q = np.asarray(q, float)
    safe = np.where(q > 1e-9, q, 1.0)
    return np.where(q > 1e-9, spherical_jn(1, safe * R) / safe, R / 3)


def identity_terms(K, Kp, cos_t, lmax):
    l = np.arange(lmax + 1)
    return ((2 * l + 1) * eval_legendre(l, cos_t) * spherical_jn(l, K * R)
            * Kp * spherical_jn(l, Kp * R, derivative=True))


def radial(l, E, r):
    """Power series of the regular radial solution and its r-derivative."""
    x = np.atleast_1d(r) / R
    A, B = (E + V0) * R**2 / T, V0 * R**2 / T
    c = [1.0, -A / (2 * (2 * l + 3))]
    for k in range(2, 45):
        c.append((-A * c[-1] + B * c[-2]) / (2 * k * (2 * l + 2 * k + 1)))
    c = np.array(c)
    p = l + 2 * np.arange(len(c))
    u = (x[:, None]**p) @ c
    du = (x[:, None]**(p - 1.0)) @ (c * p) / R
    return u, du


def log_derivative(l, E):
    u, du = radial(l, E, R)
    return du[0] / u[0]


def apw_matrices(Kvec, E, lmax):
    Kn = np.linalg.norm(Kvec, axis=1)
    dots = Kvec @ Kvec.T
    cos_t = np.clip(dots / np.outer(Kn, Kn), -1, 1)
    q = np.linalg.norm(Kvec[:, None] - Kvec[None], axis=2)
    overlap = np.eye(len(Kn)) - C * j1_over_q(q)
    s_inner = np.zeros_like(dots)
    s_plane = np.zeros_like(dots)
    for l in range(lmax + 1):
        P = (2 * l + 1) * eval_legendre(l, cos_t)
        j = spherical_jn(l, Kn * R)
        dj = spherical_jn(l, Kn * R, derivative=True)
        s_inner += P * np.outer(j, j) * log_derivative(l, E)
        s_plane += P * np.outer(j, Kn * dj)
    grad = (T * dots - E) * overlap + T * C * s_inner
    lap = (T * Kn[None, :]**2 - E) * overlap + T * C * (s_inner - s_plane)
    return grad, lap


# Directions on the sphere with quadrature weights summing to 4 pi
gc, wc = leggauss(32)
phi = 2 * np.pi * np.arange(48) / 48
cc, pp = np.meshgrid(gc, phi, indexing="ij")
ss = np.sqrt(1 - cc**2)
dirs = np.stack([ss * np.cos(pp), ss * np.sin(pp), cc], -1).reshape(-1, 3)
w_dir = np.repeat(wc * 2 * np.pi / 48, 48)


def surface_average(K, Kp):
    """Average over the sphere of exp(-iK.r) d/dr exp(iK'.r)."""
    f = np.exp(1j * R * dirs @ (Kp - K)) * 1j * (dirs @ Kp)
    return np.sum(w_dir * f) / (4 * np.pi)


def interstitial_overlap(K, Kp):
    """Quadrature over the cube outside the sphere, in six pyramids."""
    g, w = leggauss(30)
    U, V, S = np.meshgrid(g, g, g, indexing="ij")
    W = w[:, None, None] * w[None, :, None] * w[None, None, :]
    low = R / np.sqrt(1 + U**2 + V**2)
    half = (a / 2 - low) / 2
    s = low + half * (S + 1)
    weight = W * half * s**2
    Q = Kp - K
    total = 0
    for ax in range(3):
        for sign in (-1, 1):
            phase = s * (sign * Q[ax] + U * Q[(ax + 1) % 3]
                         + V * Q[(ax + 2) % 3])
            total += np.sum(weight * np.exp(1j * phase))
    return total / volume


def sphere_integral(K, Kp, E, lmax=20):
    """Volume quadrature of T grad(f*).grad(f') + (V-E) f* f' in the sphere."""
    g, w = leggauss(28)
    r = R * (g + 1) / 2
    fields = []
    for vec in (K, Kp):
        size = np.linalg.norm(vec)
        unit = vec / size
        c = dirs @ unit
        f = np.zeros((len(r), len(c)), complex)
        fr, ft = f.copy(), f.copy()
        for l in range(lmax + 1):
            u, du = radial(l, E, r)
            amp = (1j**l * (2 * l + 1) * spherical_jn(l, size * R)
                   / radial(l, E, R)[0][0])
            poly = Legendre.basis(l)
            P, dP = poly(c), poly.deriv()(c)
            f += amp * np.outer(u, P)
            fr += amp * np.outer(du, P)
            ft += amp * np.outer(u / r, dP)
        fields.append((unit, c, f, fr, ft))
    (n1, c1, f1, r1, t1), (n2, c2, f2, r2, t2) = fields
    pot = -V0 * (1 - (r / R)**2)
    dens = (T * (r1.conj() * r2 + t1.conj() * t2 * (n1 @ n2 - c1 * c2))
            + (pot - E)[:, None] * f1.conj() * f2)
    return (w * R / 2 * r**2) @ dens @ w_dir / volume


def wave_vectors(cut):
    n = np.arange(-9, 10)
    G = np.stack(np.meshgrid(n, n, n, indexing="ij"), -1).reshape(-1, 3)
    return G[np.sum((G + k_frac)**2, axis=1) <= cut]


def plane_wave_energy(cut):
    G = wave_vectors(cut)
    g2 = np.sum(G**2, axis=1)
    d2 = g2[:, None] + g2[None] - 2 * G @ G.T
    x, w = leggauss(60)
    r = R * (x + 1) / 2
    q = b * np.sqrt(np.arange(d2.max() + 1))
    shape = -V0 * (1 - (r / R)**2) * r**2 * w * R / 2
    Vq = 4 * np.pi / volume * spherical_jn(0, np.outer(q, r)) @ shape
    H = Vq[d2] + np.diag(T * b**2 * np.sum((G + k_frac)**2, axis=1))
    return eigh(H, eigvals_only=True, subset_by_index=[0, 0])[0], len(G)


# --- Identity: explicit sums against the closed form ---
rng = np.random.default_rng(1)
cases = [(rng.uniform(1, 55), rng.uniform(1, 55), rng.uniform(-1, 1))
         for _ in range(200)]
cases += [(20.0, 20.0, 1.0), (20.0, 33.0, -1.0), (0.0, 25.0, 0.3)]
worst_identity = 0.0
for K, Kp, ct in cases:
    q = np.sqrt(max(K * K + Kp * Kp - 2 * K * Kp * ct, 0.0))
    closed = (K * Kp * ct - Kp**2) * j1_over_q(q)
    diff = abs(identity_terms(K, Kp, ct, 40).sum() - closed)
    worst_identity = max(worst_identity, diff)
assert worst_identity < 1e-9

# --- One matrix element, from its definition and from both forms ---
K1 = b * (k_frac + [1, 0, 0])
K2 = b * (k_frac + [-1, 1, 0])
n1, n2 = np.linalg.norm(K1), np.linalg.norm(K2)
dot, q12 = K1 @ K2, np.linalg.norm(K1 - K2)
cos12 = dot / (n1 * n2)
ratio = float(j1_over_q(q12))
closed12 = (dot - n2**2) * ratio
average = surface_average(K1, K2)
assert abs(average - closed12) < 1e-9
O_quad = interstitial_overlap(K1, K2)
assert abs(O_quad + C * ratio) < 1e-9
assert abs((dot - n2**2) * O_quad + C * average) < 1e-7
grad2, lap2 = apw_matrices(np.array([K1, K2]), E_trial, L_FULL)
outside = (T * dot - E_trial) * O_quad
inside = sphere_integral(K1, K2, E_trial)
direct = outside + inside
vol_grad = -(T * dot - E_trial) * C * ratio
vol_lap = -(T * n2**2 - E_trial) * C * ratio
vol_lap_rev = -(T * n1**2 - E_trial) * C * ratio
assert abs(inside - (grad2[0, 1] - vol_grad)) < 1e-8
assert abs(direct - grad2[0, 1]) < 1e-8
assert abs(direct - lap2[0, 1]) < 1e-8
assert abs(direct - lap2[1, 0]) < 1e-8

# --- Whole matrix: equality, symmetry and truncation of the l sum ---
CUT = 12
Kset = b * (wave_vectors(CUT) + k_frac)
grad_full, lap_full = apw_matrices(Kset, E_trial, L_FULL)
form_gap = np.abs(grad_full - lap_full).max()
assert form_gap < 1e-8
assert np.abs(lap_full - lap_full.T).max() < 1e-8
truncation = []
for lmax in (10, 12, 14):
    g_cut, l_cut = apw_matrices(Kset, E_trial, lmax)
    err_g = np.abs(g_cut - grad_full).max()
    err_l = np.abs(l_cut - grad_full).max()
    asym = np.abs(l_cut - l_cut.T).max()
    assert err_l < 0.5 * err_g
    truncation.append((lmax, err_g, err_l, asym))
assert truncation[0][3] > 1e-6

# --- Band energy from the APW matrix against plane waves ---


def lowest(E):
    M = apw_matrices(Kset, E, L_FULL)[0]
    return eigh(M, eigvals_only=True, subset_by_index=[0, 0])[0]


E_apw = brentq(lowest, -6.0, 0.0, xtol=1e-9)
E_pw_same, n_same = plane_wave_energy(CUT)
E_pw_big, n_big = plane_wave_energy(40)
assert n_same == len(Kset)
assert np.all(radial(0, E_apw, np.linspace(0.001, R, 200))[0] > 0)
assert abs(E_apw - E_pw_big) < 1e-3
assert E_apw < E_pw_same

# --- Printed numbers ---
print(f"hbar^2/2m = {T:.7f} eV nm^2")
print(f"a = {a:.2f} nm, R = {R:.2f} nm, V0 = {V0:.1f} eV")
print(f"trial energy E = {E_trial:.2f} eV, C = {C:.6f} 1/nm")
print("Bloch vector / (2 pi/a) =", k_frac)
print("K / (2 pi/a) =", np.round(K1 / b, 3))
print("K' / (2 pi/a) =", np.round(K2 / b, 3))
print(f"|K| = {n1:.5f}, |K'| = {n2:.5f}, q = {q12:.5f} 1/nm")
print(f"KR = {n1*R:.5f}, K'R = {n2*R:.5f}, qR = {q12*R:.5f}")
print(f"cos theta = {cos12:.6f}, j_1(qR) = {ratio*q12:.6f}")
print(f"K.K' = {dot:.4f}, K'^2 = {n2**2:.4f} 1/nm^2")
print(f"identity, closed form = {closed12:.8f} 1/nm")
print(f"identity, surface quadrature = {average.real:.8f} 1/nm")
print(f"identity, worst error of {len(cases)} cases = "
      f"{worst_identity:.1e} 1/nm")
print("l, P_l, j_l(KR), j_l(K'R), K'j_l'(K'R) 1/nm, partial sum 1/nm")
sums = np.cumsum(identity_terms(n1, n2, cos12, 10))
for l in range(11):
    print(l, f"{eval_legendre(l, cos12):.5f}",
          f"{spherical_jn(l, n1*R):.3e} {spherical_jn(l, n2*R):.3e}",
          f"{n2*spherical_jn(l, n2*R, derivative=True):.3e}",
          f"{sums[l]:.7f}")
print("l_max, L_l at l=l_max 1/nm, gradient eV, Laplacian eV")
for l in range(11):
    gl, ll = apw_matrices(np.array([K1, K2]), E_trial, l)
    print(l, f"{log_derivative(l, E_trial):.5f}",
          f"{gl[0, 1]:.8f} {ll[0, 1]:.8f}")
print(f"gradient: volume {vol_grad:.6f}, "
      f"sphere {grad2[0, 1]-vol_grad:.6f} eV")
print(f"Laplacian: volume {vol_lap:.6f}, "
      f"surface {lap2[0, 1]-vol_lap:.6f} eV")
print(f"Laplacian, K and K' exchanged: volume {vol_lap_rev:.6f}, "
      f"surface {lap2[1, 0]-vol_lap_rev:.6f} eV")
print(f"element, both forms = {grad2[0, 1]:.8f}, {lap2[0, 1]:.8f} eV")
print(f"element, direct quadrature = {direct.real:.8f} eV")
print(f"matrix size = {len(Kset)}, largest KR = "
      f"{np.linalg.norm(Kset, axis=1).max()*R:.3f}")
print(f"largest gap between forms, l_max {L_FULL} = {form_gap:.1e} eV")
print("l_max, max error gradient, Laplacian, Laplacian asymmetry (eV)")
for lmax, err_g, err_l, asym in truncation:
    print(lmax, f"{err_g:.2e} {err_l:.2e} {asym:.2e}")
print(f"band energy, APW, {len(Kset)} functions = {E_apw:.6f} eV")
print(f"band energy, {n_same} plane waves = {E_pw_same:.6f} eV")
print(f"band energy, {n_big} plane waves = {E_pw_big:.6f} eV")
print("no test failed")
```

It prints:

```
hbar^2/2m = 0.0380998 eV nm^2
a = 0.40 nm, R = 0.15 nm, V0 = 20.0 eV
trial energy E = -1.00 eV, C = 4.417865 1/nm
Bloch vector / (2 pi/a) = [0.1 0.2 0.3]
K / (2 pi/a) = [1.1 0.2 0.3]
K' / (2 pi/a) = [-0.9  1.2  0.3]
|K| = 18.18328, |K'| = 24.02856, q = 35.12407 1/nm
KR = 2.72749, K'R = 3.60428, qR = 5.26861
cos theta = -0.372721, j_1(qR) = -0.130807
K.K' = -162.8485, K'^2 = 577.3719 1/nm^2
identity, closed form = 2.75669257 1/nm
identity, surface quadrature = 2.75669257 1/nm
identity, worst error of 203 cases = 1.4e-14 1/nm
l, P_l, j_l(KR), j_l(K'R), K'j_l'(K'R) 1/nm, partial sum 1/nm
0 1.00000 1.475e-01 -1.238e-01 -5.140e+00 -0.7582785
1 -0.37272 3.897e-01 2.139e-01 -5.828e+00 1.7814637
2 -0.29162 2.812e-01 3.019e-01 -8.978e-01 2.1494966
3 0.42963 1.257e-01 2.049e-01 1.791e+00 2.8262200
4 -0.06152 4.137e-02 9.601e-02 1.723e+00 2.7867627
5 -0.30243 1.085e-02 3.487e-02 9.124e-01 2.7538438
6 0.25793 2.369e-03 1.040e-02 3.525e-01 2.7566437
7 0.08069 4.440e-04 2.639e-03 1.091e-01 2.7567023
8 -0.28208 7.294e-05 5.838e-04 2.838e-02 2.7566924
9 0.12686 1.067e-05 1.146e-04 6.389e-03 2.7566926
10 0.16403 1.408e-06 2.022e-05 1.270e-03 2.7566926
l_max, L_l at l=l_max 1/nm, gradient eV, Laplacian eV
0 -40.60814 0.03924529 0.63088471
1 1.59091 0.01428220 0.17843259
2 11.10999 -0.21715244 -0.11494930
3 18.75595 0.02730293 0.01560009
4 25.88741 0.01771970 0.01265831
5 32.81223 0.01077171 0.01125121
6 39.63666 0.01132270 0.01133093
7 46.40623 0.01133377 0.01133213
8 53.14329 0.01133195 0.01133198
9 59.85988 0.01133198 0.01133198
10 66.56299 0.01133198 0.01133198
gradient: volume -0.085629, sphere 0.096961 eV
Laplacian: volume 0.378378, surface -0.367046 eV
Laplacian, K and K' exchanged: volume 0.223709, surface -0.212377 eV
element, both forms = 0.01133198, 0.01133198 eV
element, direct quadrature = 0.01133198 eV
matrix size = 179, largest KR = 8.142
largest gap between forms, l_max 24 = 2.8e-14 eV
l_max, max error gradient, Laplacian, Laplacian asymmetry (eV)
10 2.21e-02 5.79e-03 2.41e-04
12 4.27e-04 8.01e-05 2.13e-06
14 4.06e-06 5.72e-07 1.02e-08
band energy, APW, 179 functions = -3.758389 eV
band energy, 179 plane waves = -3.757475 eV
band energy, 1059 plane waves = -3.758376 eV
no test failed
```
